# Why the logarithmic-derivative error of pseudized hydrogen 2s starts linear, quadratic, cubic: verification in Python

```python
"""
Result under test: hydrogen 2s is replaced inside a core radius R by a nodeless
pseudo-orbital. The error of the s-wave logarithmic derivative L(E)=u'(R)/u(R)
starts with the power 1, 2 or 3 of e=E-E0 when, respectively,
  plain   : only value, slope and curvature at R are matched,
  norm    : the integral N = int phi^2 is matched as well,
  extended: the integral M = int phi*phidot is matched as well.
Here phi(r,E)=u(r,E)/u(R,E), phidot=dphi/dE at E0, K = int phidot^2, and all
integrals run from 0 to R. The predicted leading coefficients are -2 times the
differences (pseudo minus all-electron) of N, M and K.
Hartree atomic units: lengths in bohr, energies in hartree.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 40
R = 5.0
E0 = -0.125
T, W = np.polynomial.legendre.leggauss(48)
T, W = (T + 1) / 2, W / 2            # Gauss rule on the interval 0..1
radii = R * T


# ---------- all-electron hydrogen: regular Coulomb function ----------
def coulomb_wave(r, energy):
    kappa = mp.sqrt(-2 * energy)
    return r * mp.exp(-kappa * r) * mp.hyp1f1(1 - 1 / kappa, 2, 2 * kappa * r)


def logder_ae(energy):
    kappa = mp.sqrt(-2 * energy)
    a, z = 1 - 1 / kappa, 2 * kappa * R
    ratio = mp.hyp1f1(a + 1, 3, z) / mp.hyp1f1(a, 2, z)
    return 1 / mp.mpf(R) - kappa + kappa * a * ratio


def orbital_2s(r):
    return (r - r**2 / 2) * np.exp(-r / 2)


phi_ae = orbital_2s(radii) / orbital_2s(R)
step = mp.mpf(10) ** (-10)
e_up, e_down = mp.mpf(E0) + step, mp.mpf(E0) - step
edge_up, edge_down = coulomb_wave(mp.mpf(R), e_up), coulomb_wave(mp.mpf(R), e_down)
phidot_ae = np.array([
    float((coulomb_wave(mp.mpf(float(r)), e_up) / edge_up
           - coulomb_wave(mp.mpf(float(r)), e_down) / edge_down) / (2 * step))
    for r in radii])
ints_ae = np.array([R * (W @ phi_ae**2), R * (W @ (phi_ae * phidot_ae)),
                    R * (W @ phidot_ae**2)])

# Taylor coefficients of L from differentiation against the three integrals
taylor = np.array([float(mp.diff(logder_ae, mp.mpf(E0), n) / mp.factorial(n))
                   for n in (1, 2, 3)])
assert np.allclose(taylor, -2 * ints_ae, rtol=1e-8, atol=0)

# ---------- pseudo-orbital and its potential ----------
L0 = float(logder_ae(mp.mpf(E0)))
curvature = 2 * (-1 / R - E0)        # u''/u at R in the Coulomb potential
c1 = (1 - L0 * R) / 2
c2 = (R**2 * (curvature - L0**2) + 1 + 2 * c1) / 8


def phi_ps(r, A, B):
    y = 1 - (r / R) ** 2
    return r / R * np.exp(y * (c1 + y * (c2 + y * (A + y * B))))


def partial_norm(r, A, B):
    return r * (phi_ps(r[..., None] * T, A, B) ** 2 @ W)


def norm_ps(A, B):
    return R * (W @ phi_ps(radii, A, B) ** 2)


def overlap_ps(A, B):
    q = partial_norm(radii, A, B)
    return 2 * R * (W @ (q / phi_ps(radii, A, B)) ** 2)


def integrals_ps(A, B):
    points = radii[:, None] + (R - radii)[:, None] * T
    ratio = partial_norm(points, A, B) / phi_ps(points, A, B) ** 2
    phi = phi_ps(radii, A, B)
    phidot = phi * 2 * (R - radii) * (ratio @ W)
    return np.array([R * (W @ phi**2), R * (W @ (phi * phidot)),
                     R * (W @ phidot**2)])


def potential_ps(r, A, B):
    x = (r / R) ** 2
    y = 1 - x
    first = -(c1 + y * (2 * c2 + y * (3 * A + y * 4 * B)))
    second = 2 * c2 + y * (6 * A + y * 12 * B)
    return E0 + (6 * first + 4 * x * (second + first**2)) / (2 * R**2)


def logder_ps(energy, A, B):
    def rhs(r, f):
        return [f[1], 2 * (potential_ps(r, A, B) - energy) * f[0]]
    sol = solve_ivp(rhs, (0.0, R), [0.0, 1.0], method="DOP853",
                    rtol=1e-13, atol=1e-15)
    assert sol.success
    return sol.y[1, -1] / sol.y[0, -1]


# ---------- solve the matching conditions ----------
A_norm = brentq(lambda A: norm_ps(A, 0.0) - ints_ae[0], -3, 1, xtol=1e-14)


def B_for_norm(A):
    return brentq(lambda B: norm_ps(A, B) - ints_ae[0], -30, 5, xtol=1e-14)


A_ext = brentq(lambda A: overlap_ps(A, B_for_norm(A)) - ints_ae[1],
               0, 4, xtol=1e-13)
cases = {"plain": (0.0, 0.0), "norm": (A_norm, 0.0),
         "extended": (A_ext, B_for_norm(A_ext))}

print(f"core radius R = {R:.1f} bohr; reference E0 = {E0:.3f} hartree")
print(f"L(E0) = {L0:.6f} 1/bohr; u''/u at R = {curvature:.4f} 1/bohr^2")
print(f"matching parameters c1 = {c1:.6f}, c2 = {c2:.6f} (no unit)")
print("N in bohr, M in bohr/hartree, K in bohr/hartree^2")
print("all-electron N, M, K = " + ", ".join(f"{v:.6f}" for v in ints_ae))
print("all-electron Taylor coefficients of L, orders 1, 2, 3")
print("  (1/bohr/hartree^n) = " + ", ".join(f"{v:.6f}" for v in taylor))

# ---------- errors of the logarithmic derivative ----------
shifts = np.array([0.0025, 0.005, 0.01, 0.02, 0.04])
reference = {sign: np.array([float(logder_ae(mp.mpf(E0 + sign * h)))
                             for h in shifts]) for sign in (1, -1)}
E3s = -1 / 18
L3s = float(logder_ae(mp.mpf(E3s)))
errors, powers, error_3s, summary = {}, {}, {}, []
for order, (name, (A, B)) in enumerate(cases.items(), start=1):
    assert abs(potential_ps(R, A, B) + 1 / R) < 1e-12
    assert abs(logder_ps(E0, A, B) - L0) < 1e-10
    ints = integrals_ps(A, B)
    assert abs(ints[1] / overlap_ps(A, B) - 1) < 1e-8
    for sign in (1, -1):
        errors[name, sign] = np.array(
            [logder_ps(E0 + sign * h, A, B) for h in shifts]) - reference[sign]
    plus, minus = errors[name, 1], errors[name, -1]
    mean_size = np.sqrt(np.abs(plus * minus))
    powers[name] = np.log2(mean_size[1:] / mean_size[:-1])
    assert abs(powers[name][0] - order) < 0.03
    predicted = -2 * (ints - ints_ae)[order - 1]
    measured = (plus[0] + (-1) ** order * minus[0]) / (2 * shifts[0] ** order)
    assert abs(predicted) > 0.05
    assert abs(measured / predicted - 1) < 0.01
    error_3s[name] = logder_ps(E3s, A, B) - L3s
    print(f"{name}: A = {A:.6f}, B = {B:.6f} (no unit)")
    print(f"  V_ps(0) = {potential_ps(0.0, A, B):.5f} hartree")
    print("  N, M, K = " + ", ".join(f"{v:.6f}" for v in ints))
    summary.append(f"{name}: d{order} predicted {predicted:.5f}, "
                   f"measured {measured:.5f} 1/bohr/hartree^{order}")

assert abs(error_3s["extended"]) < abs(error_3s["norm"]) < abs(error_3s["plain"])

print("error L_ps - L_ae in 1/bohr; e in hartree")
print("      e        plain         norm     extended")
for sign in (-1, 1):
    for i in (range(4, -1, -1) if sign < 0 else range(5)):
        print(f"{sign * shifts[i]:8.4f} " + " ".join(
            f"{errors[name, sign][i]:12.4e}" for name in cases))
print("local power from |e| to 2|e|, geometric mean of both signs")
print("|e| (hartree)  plain   norm  extended")
for i in range(4):
    print(f"{shifts[i]:8.4f}     " + "  ".join(
        f"{powers[name][i]:.4f}" for name in cases))
print("leading coefficients, measured at |e| = "
      f"{shifts[0]:.4f} hartree")
for line in summary:
    print(line)
print(f"3s energy = {E3s:.6f} hartree; e = {E3s - E0:.6f} hartree")
print(f"all-electron L at 3s energy = {L3s:.6f} 1/bohr")
for name in cases:
    print(f"  error at 3s energy, {name}: {error_3s[name]:.4e} 1/bohr")
print("all assertions hold")
```

Running it gives:

```
core radius R = 5.0 bohr; reference E0 = -0.125 hartree
L(E0) = 0.033333 1/bohr; u''/u at R = -0.1500 1/bohr^2
matching parameters c1 = 0.416667, c2 = -0.243056 (no unit)
N in bohr, M in bohr/hartree, K in bohr/hartree^2
all-electron N, M, K = 1.841357, 4.994672, 18.405602
all-electron Taylor coefficients of L, orders 1, 2, 3
  (1/bohr/hartree^n) = -3.682714, -9.989345, -36.811203
plain: A = 0.000000, B = 0.000000 (no unit)
  V_ps(0) = -0.11667 hartree
  N, M, K = 2.093818, 8.372428, 44.855500
norm: A = -0.425813, B = 0.000000 (no unit)
  V_ps(0) = 0.03663 hartree
  N, M, K = 1.841357, 5.686836, 23.808849
extended: A = 1.837978, B = -3.418640 (no unit)
  V_ps(0) = 0.86261 hartree
  N, M, K = 1.841357, 4.994672, 17.299477
error L_ps - L_ae in 1/bohr; e in hartree
      e        plain         norm     extended
 -0.0400   1.2032e-02  -1.6753e-03  -1.1635e-04
 -0.0200   7.7678e-03  -4.7774e-04  -1.5940e-05
 -0.0100   4.4231e-03  -1.2832e-04  -2.0960e-06
 -0.0050   2.3621e-03  -3.3302e-05  -2.6905e-07
 -0.0025   1.2209e-03  -8.4860e-06  -3.4092e-08
  0.0025  -1.3054e-03  -8.8238e-06   3.5055e-08
  0.0050  -2.7003e-03  -3.6006e-05   2.8447e-07
  0.0100  -5.7815e-03  -1.5001e-04   2.3432e-06
  0.0200  -1.3290e-02  -6.5327e-04   1.9928e-05
  0.0400  -3.5628e-02  -3.1452e-03   1.8234e-04
local power from |e| to 2|e|, geometric mean of both signs
|e| (hartree)  plain   norm  extended
  0.0025     1.0004  2.0006  3.0005
  0.0050     1.0017  2.0024  3.0019
  0.0100     1.0066  2.0096  3.0076
  0.0200     1.0269  2.0388  3.0307
leading coefficients, measured at |e| = 0.0025 hartree
plain: d1 predicted -0.50492, measured -0.50525 1/bohr/hartree^1
norm: d2 predicted -1.38433, measured -1.38478 1/bohr/hartree^2
extended: d3 predicted 2.21225, measured 2.21271 1/bohr/hartree^3
3s energy = -0.055556 hartree; e = 0.069444 hartree
all-electron L at 3s energy = -0.287179 1/bohr
  error at 3s energy, plain: -1.0007e-01 1/bohr
  error at 3s energy, norm: -1.3009e-02 1/bohr
  error at 3s energy, extended: 1.2014e-03 1/bohr
all assertions hold
```
